# Plastic collapse of slender open-cell foams: the three-halves law

## Result

A foam of slender, ductile edges is compressed along one direction with its sides free. If its edges are slender, carry the load by bending, and yield while the foam is still nearly undeformed, before they buckle or crack, then to a good approximation

$$\sigma_{pl}=C\,\sigma_y R^{3/2},\qquad R=\rho^*/\rho_s .$$

Here $\sigma_{pl}$ is the collapse stress of the foam, $\sigma_y$ the yield stress of the solid, and $R$ the foam density $\rho^*$ divided by the solid density $\rho_s$. The exponent belongs to bending; the number $C$ depends on the cell, the load direction and the edge section. For the Kelvin foam treated below, with square edges and load along a cube axis,

$$C=\frac{\sqrt2}{4}\left(\frac{2\sqrt2}{3}\right)^{3/2}\approx0.32 .$$

The free sides matter. A perfect Kelvin foam that cannot spread sideways follows a different law, linear in $R$, derived in section 6, as long as it yields before it buckles.

Compression is counted positive. The solid is elastic and perfectly plastic: its stress rises linearly to $\sigma_y$ and then stays there, equally in tension and compression.

## 1. One section: the plastic hinge

Take an edge with a square section of side $t$, bent about an axis parallel to one side. Let $y$ be the distance from the middle of the section. Under strong bending nearly every fibre has yielded, with stress $+\sigma_y$ on one side and $-\sigma_y$ on the other. A strip of height $dy$ has area $t\,dy$, so the moment is

$$M_p=2\int_0^{t/2}\sigma_y\,y\,t\,dy=2\sigma_y t\,\frac{(t/2)^2}{2}=\frac{\sigma_y t^3}{4}.$$

Once this moment is closely approached, the section turns at nearly constant moment. It is a plastic hinge.

**Limit: how much bending is needed?** Let $\kappa\ge1$ be the curvature divided by the curvature at first yield. An elastic core of half-height $c=t/(2\kappa)$ remains, with stress $\sigma_y y/c$. Compared with the fully yielded section, the moment is short by

$$2t\sigma_y\int_0^c\left(1-\frac yc\right)y\,dy
=2t\sigma_y\left(\frac{c^2}{2}-\frac{c^2}{3}\right)
=\frac{t\sigma_y c^2}{3}=\frac{M_p}{3\kappa^2}.$$

Hence $M=M_p[1-1/(3\kappa^2)]$. At first yield, $\kappa=1$, this is $2M_p/3=\sigma_yt^3/6$, the elastic value. For large $\kappa$ it tends to $M_p$.

## 2. One edge

Let an edge of length $l$ make an angle $\theta$ with the horizontal. Its ends can move but cannot rotate, and it transmits a vertical force $P$. The component of $P$ across the edge is $P\cos\theta$.

The moment varies linearly along the edge, with slope $P\cos\theta$. While the edge is elastic, curvature is proportional to moment. Since the ends do not rotate relative to each other, the integral of the moment along the edge is zero. The moment therefore vanishes at the middle and has size

$$M_{end}=\frac{Pl\cos\theta}{2}$$

at both ends. Setting $M_{end}=M_p$ gives

$$P=\frac{2M_p}{l\cos\theta}.$$

Energy gives the same force. Let the edge turn by a small angle $\delta\theta$, with a hinge at each end. The hinges absorb $2M_p\delta\theta$. The vertical extent $l\sin\theta$ changes by $l\cos\theta\,\delta\theta$, so the load does work $Pl\cos\theta\,\delta\theta$. Equating the two returns the formula above.

The scaling is already visible. At fixed cell shape, $P\propto\sigma_yt^3/l$. The foam area belonging to one edge is proportional to $l^2$, so the stress is proportional to $\sigma_y(t/l)^3$. The solid volume per cell is proportional to $t^2l$ and the cell volume to $l^3$, so $R\propto(t/l)^2$. Eliminating $t/l$ gives $R^{3/2}$.

**Limit: an upright edge.** As $\theta\to90^\circ$, the bending force diverges. The edge then fails by axial yield at $P=\sigma_yt^2$. The two forces are equal when $\cos\theta=t/(2l)$. For an upright edge the stress scales as $(t/l)^2$, hence as $R$. The three-halves law therefore needs a structure that bends, as well as slender edges.

## 3. A complete foam: the Kelvin frame

The Kelvin foam consists of truncated octahedra that fill space. Its repeating cube has side $2\sqrt2\,l$ and contains 24 edges. Every edge belongs to one square face. The sides of its section are parallel and perpendicular to the plane of that square.

**Density.** Counting each edge at its full length,

$$R=\frac{24\,t^2l}{(2\sqrt2\,l)^3}=\frac{24\,t^2l}{16\sqrt2\,l^3}
=\frac{3}{2\sqrt2}\left(\frac tl\right)^2 .$$

This counts the overlaps at the vertices more than once, a small error for slender edges.

**Geometry.** Load the foam along $z$. Squares normal to $z$ lie flat. Squares normal to $x$ or $y$ stand on a corner, as diamonds with edges at $45^\circ$. At each vertex two squares touch corner to corner. Along $z$, $x$-normal and $y$-normal diamonds alternate. Along $y$, $x$-normal diamonds alternate with flat squares; along $x$, $y$-normal diamonds do so.

**Horizontal forces.** Each square lies in a mirror plane of the loaded foam, so its edges carry no force normal to that plane. Only forces within the plane remain. Let each edge of an $x$-normal diamond push with force $H$ along $y$, and each edge of the neighbouring flat square with force $H'$ along $y$. At their common vertex two edges of each square meet, so balance requires $2H=2H'$. Now cut the foam by a plane normal to $y$. Per repeating cube it crosses two diamond edges and two flat edges. The sides are free, so the total force vanishes: $2H+2H'=0$. Both forces are therefore zero. The same argument holds along $x$. The flat squares are unloaded, and the inclined edges carry vertical force alone.

**Vertical force.** A horizontal plane crosses four inclined edges per area $(2\sqrt2\,l)^2=8l^2$. Balance at the top and bottom corners of the diamonds makes their forces equal, so

$$4P=8l^2\sigma,\qquad P=2l^2\sigma .$$

**No vertex rotation.** Each vertex lies on two perpendicular mirror planes of the loaded foam. A mirror plane permits rotation only about its own normal. Two different normals leave no permitted rotation, and the result of section 2 applies with $\theta=45^\circ$:

$$P=\frac{2\sqrt2\,M_p}{l}.$$

**Collapse stress.** Dividing by $2l^2$ and inserting $M_p$,

$$\sigma_{pl}=\frac{P}{2l^2}=\frac{\sqrt2\,M_p}{l^3}
=\frac{\sqrt2}{4}\,\sigma_y\left(\frac tl\right)^3 .$$

The density relation gives $t/l=(2\sqrt2R/3)^{1/2}$. Its cube supplies the power $3/2$ and the stated value of $C$.

**Why this is the collapse load.** The moments balance at every vertex, because the two loaded edges of each diamond meeting there are mirror images. They nowhere exceed $M_p$. Limit analysis says that such a state gives a lower bound on the collapse load. A possible motion with hinges gives an upper bound. Here every inclined edge turns, while the flat squares move without deforming. The energy balance of section 2 gives the same load, so the bounds meet, with axial force neglected.

A numerical limit analysis of the full three-dimensional frame tests this. It maximizes the load over all edge forces and moments in equilibrium, without assuming mirror symmetry. At $t/l=0.02$ it gives $C=0.3237$, as does the formula.

**Second case: round edges.** For diameter $d$, the hinge moment is $\sigma_yd^3/6$ and the area is $\pi d^2/4$. Write $M_p=\beta\sigma_yA^{3/2}$, where $A$ is the section area. The square has $\beta=1/4$; the circle has

$$\beta=\frac{1}{6}\left(\frac4\pi\right)^{3/2}=\frac{4}{3\pi^{3/2}} .$$

At equal density the areas are equal, so round edges change $C$ by the factor $16/(3\pi^{3/2})$, slightly below one. The exponent is unchanged.

## 4. Adding the axial force

An inclined edge also carries an axial force $N=P/\sqrt2$. Shift the line where the stress changes sign by $y_0$ from the middle of the section. The force and moment become

$$N=2\sigma_yt\,y_0,\qquad
M=\sigma_yt\left(\frac{t^2}{4}-y_0^2\right).$$

With $n=N/(\sigma_yt^2)=2y_0/t$, this is

$$\frac{M}{M_p}=1-n^2 .$$

Since $P=\sqrt2\,n\sigma_yt^2$, the end moment is

$$\frac{M_{end}}{M_p}=\frac{Pl/(2\sqrt2)}{\sigma_yt^3/4}
=\frac{\sqrt2\,Pl}{\sigma_yt^3}=\frac{2nl}{t}.$$

The collapse condition is thus $n^2+2nl/t=1$. With $\tau=t/l$, its positive root is

$$n=\frac{\sqrt{1+\tau^2}-1}{\tau}
=\frac\tau2-\frac{\tau^3}{8}+\cdots .$$

The stress follows from $\sigma=P/(2l^2)$:

$$\sigma=\frac{n\tau^2}{\sqrt2}\sigma_y
=\frac{\sqrt2}{4}\sigma_y\tau^3\left(1-\frac{\tau^2}{4}+\cdots\right).$$

**Limit: slender edges.** The correction vanishes as $\tau^2$. It also explains a small feature of the numerical limit analysis. A fit at $t/l=0.02$, $0.04$ and $0.08$ gives the exponent 1.4995. Between the first and last points the correction lowers the logarithm of the stress by about $(0.08^2-0.02^2)/4=0.0015$, while $\ln R$ rises by $2\ln4\approx2.77$. The expected change of slope is $-0.0005$, as found. The close match is partly fortuitous. The numerical analysis represents $n^2$ by tangents spaced 0.05 apart, which show no loss at the two thinner edges and a loss of 0.0015, instead of 0.0016, at $t/l=0.08$.

## 5. Stiffness, and whether buckling comes first

Let $E_s$ be Young's modulus of the solid and $I=t^4/12$ the second moment of the section. An edge with non-rotating ends deflects sideways by $(P/\sqrt2)l^3/(12E_sI)$ and shortens by $(P/\sqrt2)l/(E_sA)$. Each displacement has a vertical component smaller by $\sqrt2$. Their sum is

$$\delta_z=\frac{Pl^3}{24E_sI}\left(1+\frac{12I}{Al^2}\right).$$

Divide by the edge height $l/\sqrt2$ to obtain the strain, then divide $\sigma=P/(2l^2)$ by that strain:

$$E^*=\frac{6\sqrt2\,E_sI}{l^4[1+12I/(Al^2)]}
=\frac{E_s\tau^4}{\sqrt2(1+\tau^2)} .$$

Minimizing the elastic energy of the full frame at $t/l=0.1$ and $0.3$ reproduces this modulus within one part in $10^5$.

For slender edges $E^*\propto E_sR^2$. If elastic buckling occurs at a roughly fixed strain, its stress also scales as $R^2$ and falls faster than $R^{3/2}$ as the foam becomes lighter. In such a foam buckling wins at sufficiently low density.

Even without buckling there is a lower limit. For slender edges the elastic strain at collapse is $\sigma_{pl}/E^*=\sigma_y/(2E_s\tau)$. It grows as the edges become thinner, while the hinge formula assumes that it is small. The law therefore holds in a window: light enough for slender edges, dense enough to yield at small strain and before buckling.

## 6. A film that cannot spread

The hinge motion has a geometric consequence. When a $45^\circ$ diamond becomes shorter by a small amount $h$, it becomes wider by $h$. One repeat length along $z$ contains two diamonds; one along $x$ or $y$ contains one diamond and one rigid flat square. The vertical strain is thus $-2h/(2\sqrt2l)$ and each lateral strain is $+h/(2\sqrt2l)$. The volume is unchanged to first order.

A wide film on a stiff substrate has no such freedom. Pressing it must reduce its volume, and for small motions its edges must then shorten. The reason is that the four edge directions at each vertex cancel, so moving a vertex alone leaves the total edge length unchanged to first order. Only the overall strain changes it, by $8l$ per repeating cube times the relative change of volume.

**Lower bound.** Let every edge carry the same compressive force $N$. All vertices balance. A horizontal cut crosses four inclined edges, each with vertical component $N/\sqrt2$, so the pressure is

$$\sigma=\frac{4N/\sqrt2}{8l^2}=\frac{N}{2\sqrt2\,l^2}.$$

At axial yield, $N=\sigma_yt^2$, and the density relation gives

$$\sigma_{conf}=\frac{\sigma_y}{2\sqrt2}\left(\frac tl\right)^2=\frac{\sigma_yR}{3}.$$

The pressure in this state is equal in all directions, so this is also a safe load for uniform pressure. It is the collapse load for uniform pressure too. If the whole frame shrinks by a small strain $\epsilon$ in every direction, its 24 edges absorb $24\sigma_yt^2\epsilon l$, while the pressure does work $3\sigma\epsilon\,16\sqrt2\,l^3$. Equating them gives the same value.

**Upper bound.** Compress all vertex positions by a small vertical strain $\epsilon$, with no lateral strain. Each inclined edge shortens by $\epsilon l/2$ and turns by $\epsilon/2$. Put half the shortening at each end. The fibres there shorten by between $\epsilon(l-t)/4$ and $\epsilon(l+t)/4$. For $t\le l$ none lengthens, so the turning costs no extra work. The 16 inclined edges absorb $16\sigma_yt^2\epsilon l/2$, while the load does work $\sigma\epsilon\,16\sqrt2\,l^3$. Equating them gives $\sigma_yR/3$ again.

The numerical limit analysis with blocked sides gives 1.0000 times this value at both $t/l=0.02$ and $0.04$. The same solid and frame thus have two density laws, according to whether the sides can move. This bound concerns yield of perfectly straight edges. Under the larger axial force the elastic frame with blocked sides buckles in a long-wave mode at roughly $0.11$ to $0.12\,E_sR^2$, so the linear law needs $R$ above about $3\sigma_y/E_s$. For the polymer of section 7 this means $R\gtrsim0.06$. At $t/l=0.02$ and $0.04$ such a solid would buckle long before it yields, and at $R=0.10$ buckling lies less than a factor of two above the yield value.

## 7. A porous polymer dielectric

Consider an aerogel-like film of a crosslinked aromatic polymer, a candidate for very low permittivity. The rough values are $E_s=4.0$ GPa, $\sigma_y=80$ MPa, $R=0.10$ and $l=20$ nm.

The density relation gives $t/l=\sqrt{0.10/1.0607}=0.307$, so $t=6.14$ nm. With $80$ MPa $=0.080$ nN/nm$^2$,

$$M_p=\frac{0.080\times6.14^3}{4}=4.63\ \text{nN nm},$$

$$P=\frac{2\sqrt2\times4.63}{20}=0.655\ \text{nN},$$

$$\sigma_{pl}=\frac{0.655}{2\times20^2}\ \text{nN/nm}^2\approx0.82\ \text{MPa}.$$

Axial force lowers this by 2.3%, to 0.80 MPa, which the numerical limit analysis also gives. Both values use the undeformed shape. In fact the diamonds flatten elastically before the hinges are complete, which lengthens the lever arms and lowers the peak load by roughly another 5%. With all else fixed, the leading law gives 0.29 and 2.3 MPa at densities of 0.05 and 0.20: each doubling multiplies the stress by $2^{3/2}$.

With blocked sides the collapse stress is $80\times0.10/3=2.67$ MPa, over three times the slender-edge free value. Counting the vertices, as below, brings the ratio down to about two. The free value suits a feature that is tall compared with its width, so that most of it can spread. Such a feature must still be many cells wide, and the repeating cube measures 57 nm.

**Buckling.** The slender-edge formula gives a foam modulus of 23 MPa, so the collapse stress corresponds to an elastic strain of $0.819/23.0=3.6\%$. For edges this thick the modulus is only rough: shear deflection alone would lower it to about 18 MPa, while rigid vertices, with shear deflection still included, could raise it to about 42 MPa. Taking 5% as a rough buckling strain gives a buckling stress of 1.15 MPa, so yield comes first. On the same assumption, buckling takes over below $R\approx0.04$. The 5% is a rule of thumb for ordinary foams, not a result for this frame; a perfect Kelvin frame loaded along a cube axis can remain stable to much larger strains.

**Finite vertices.** This is the largest correction to the free collapse stress among those estimated here. If the material at the vertices leaves a clear length $l-t$ for bending, the stress rises by $l/(l-t)=1.44$ at fixed $t$ and $l$. Counting overlaps once also lowers the density of this frame from 0.10 to 0.086. Restoring the density to 0.10 at the same $l$ requires $t/l\approx0.33$, and with the shorter clear length the estimate becomes about 1.6 MPa. The example therefore gives the order of magnitude, roughly 1 to 2 MPa once the vertices are counted, and the slender-edge value of 0.82 MPa is probably low for this frame.

**Shear and surfaces.** The mean shear stress is 0.27 of the shear yield stress. It enters the usual yield condition squared. Spread evenly over the section, it would lower the hinge moment by about 4%. The most favourable distribution over the section, peaked at the middle with long tails, costs about 2%, while a parabolic profile confined to a central elastic core costs about 5%. The loss is a few percent in any of these cases. A solid surface stress of roughly 0.04 N/m compresses the core of each edge by $4\gamma_s/t$, or 0.33 of the yield stress. Taken as a purely axial stress, this would remove about 11% of the hinge moment, by $M/M_p=1-n^2$. The surface also squeezes the edge sideways, by about $2\gamma_s/t$. Yield depends on the difference between the two stresses, about 0.16 of the yield stress, which alone would remove only about 3%. But this adds to the axial stress from the load, about 0.15 of the yield stress, before the sum is squared. Together they make the surface lower the free collapse stress by about 7%. With blocked sides or under uniform pressure the edges fail by axial yield, so the full 0.16 is lost and 2.67 MPa falls to about 2.2 MPa.

**Temperature.** Suppose the yield stress falls linearly to zero between $25\,^\circ$C and a rough softening temperature of $450\,^\circ$C. At $125\,^\circ$C the collapse stress is then 0.63 MPa.

**Processing loads.** A polishing pressure of 2 psi, or 0.014 MPa, is smaller than the free collapse stress by a factor of 59. This compares average pressures and omits local contacts and friction. Drying is more severe. Water that wets the solid, with surface tension about 0.07 N/m, has a capillary pressure $2\gamma/r=9.8$ MPa in a pore throat of radius $r=14.2$ nm. This radius is roughly that of the circle fitting inside a hexagonal window, $\sqrt3\,l/2$, less half an edge thickness. The square edges are tilted to the window, which narrows the throat to about 13 nm and raises the pressure to about 10.7 MPa. If all of it acts on the frame as uniform pressure, it exceeds the 2.67 MPa limit. The model then predicts collapse unless the capillary pressure is reduced.

**Beside real low-k films.** The example is 90% pores by volume. At a relative density near 0.7 the formula would require $t/l=0.81$: such edges are stubby, and the derivation does not apply. Films of organosilicate glass, a brittle solid, tend to crack rather than form hinges. Their strength then depends on flaws as well as density, and this model does not predict it. Real aerogels also have irregular networks with loose ends, which carry mass but no load. Their collapse stress may therefore lie well below the Kelvin value at the same density.

The numerical output below lists the inputs and the main results.

## Calculated quantities

```
TESTS ON THE FULL FRAME
density factor R/(t/l)^2: 1.0607
C from formula: 0.3237; from frame: 0.3237
fitted density exponent, free sides: 1.4995
confined stress/(yield*R/3), t/l=0.02 and 0.04: 1.0000, 1.0000
EXAMPLE INPUTS (rough)
solid modulus: 4.0 GPa
solid yield stress: 80 MPa
relative density: 0.10; edge length: 20 nm
EXAMPLE RESULTS
t/l: 0.3071; edge thickness: 6.14 nm
hinge moment: 4.632 nN nm
vertical force per edge: 0.655 nN
collapse stress, leading law: 0.819 MPa
collapse stress, frame LP: 0.800 MPa
confined, yield*R/3: 2.67 MPa
confined, frame LP: 2.67 MPa
foam modulus: 23.0 MPa
elastic strain at collapse: 3.56 %
R=0.05: leading collapse stress 0.289 MPa
R=0.10: leading collapse stress 0.819 MPa
R=0.20: leading collapse stress 2.316 MPa
t/l at R=0.70: 0.81
NEGLECTED EFFECTS AND CHECKS
axial-force change: -2.3 %
mean shear/shear yield: 0.266
stress factor if clear edge is l-t: 1.44
density after overlap removal: 0.0860
rough buckling strain input: 5 %
rough buckling stress: 1.15 MPa
density where buckling takes over: 0.042
solid surface stress input: 0.04 N/m
surface-induced core stress/yield: 0.33
hinge-moment loss from it: 11 %
liquid surface tension input: 0.07 N/m
pore throat radius: 14.2 nm
capillary pressure on drying: 9.8 MPa
room, use, softening: 25, 125, 450 deg C
collapse stress at use temperature, linear softening: 0.63 MPa
polishing pressure (2 psi): 0.0138 MPa
collapse stress/polishing pressure: 59
cubic cell side: 56.6 nm
```
